# Where the ion-pair curve of H⁺ + H⁻ crosses the neutral curves

## The problem

In a hydrogen plasma, negative ions are lost when they meet positive ones. A proton and a hydride ion approach, an electron changes sides, and two neutral atoms leave:

$$\mathrm{H^+ + H^- \to H(1s) + H(n)}.$$

The transfer is easiest to discuss near a distance where the energy of the ion pair equals that of the neutral pair. Find these distances for $n=2,3,4$. Decide whether there is one for $n=5$, and find the energy released in each open channel. Then judge how far the answers can be trusted.

Hartree atomic units are used: energies in hartree, lengths in bohr, with $\hbar=m_e=e=4\pi\varepsilon_0=1$. The energy is zero when two protons and two electrons are all far apart and at rest. The protons are first taken as infinitely heavy, and relativistic effects are left out. A hydrogen atom in level $n$ then has energy $-1/(2n^2)$.

One further number is needed, the energy of H⁻:

$$E(\mathrm{H^-})=-0.527750 .$$

It comes from a variational calculation. The trial function is $e^{-ks}$ times a polynomial in $s=r_1+r_2$, $t=r_2-r_1$ and the electron–electron distance $u=r_{12}$, with even powers of $t$ and total degree up to 8. The scale $k$ and the coefficients minimize the energy.

The curves to be compared are diabatic: each keeps its electronic character, ionic or neutral, at every distance $R$ between the protons. In the full problem the two characters mix, and states of the same symmetry avoid each other near the crossing. The crossing of the unmixed curves marks where this exchange of character is centred.

## A tempting solution

H⁻ is a hydrogen atom with a very loosely held extra electron. It is tempting to neglect that small binding and give H⁻ the energy of the atom, $-\tfrac12$. The ion pair attracts as two unit charges, so

$$V_{\rm ion}(R)\approx-\frac12-\frac1R .$$

The neutral pair has

$$V_n=-\frac12-\frac1{2n^2}.$$

Setting the two equal, the terms $-\tfrac12$ cancel and

$$\frac1R=\frac1{2n^2},\qquad R=2n^2 .$$

This gives 8, 18 and 32 bohr for $n=2,3,4$. It also gives 50 bohr for $n=5$, and a crossing for every higher level.

## Where it fails

The neglected quantity is the electron affinity of hydrogen,

$$A=-\frac12-E(\mathrm{H^-})=-0.500000+0.527750=0.027750 .$$

This is small beside the total energy of H⁻, about 5% of it. The total energy, however, is the wrong standard of comparison. The $-\tfrac12$ has cancelled from the crossing condition, and what remains is $1/(2n^2)$. Against that, $A$ is

- 22% for $n=2$, where $1/(2n^2)=0.12500$;
- 50% for $n=3$, where $1/(2n^2)=0.05556$;
- 89% for $n=4$, where $1/(2n^2)=0.03125$.

The approximation is therefore rough for $n=2$ and useless for $n=4$. For $n=5$, where $1/(2n^2)=0.02000$, the neglected term is larger than the one kept, and even the existence of the crossing is in doubt.

## The right solution

**The ionic curve.** Let H⁻ sit at the origin with its undisturbed, spherical electron density $\rho(r)$, which integrates to 2. A bare proton is placed at distance $R$. The two protons repel with energy $1/R$, and the new proton attracts the electrons. By the shell theorem, a spherical shell of charge with radius $r<R$ acts as if it were at the centre, while a shell with $r>R$ gives the constant potential $1/r$ inside itself. The interaction energy is therefore

$$W(R)=\frac1R-\int_{r<R}\frac{\rho}{R}\,d^3r-\int_{r>R}\frac{\rho}{r}\,d^3r .$$

Write the first integral as the integral over all space minus the part outside $R$. Over all space it equals $2/R$, so

$$W(R)=\frac1R-\frac2R+\int_{r>R}\rho\left(\frac1R-\frac1r\right)d^3r
=-\frac1R+\int_{r>R}\rho\left(\frac1R-\frac1r\right)d^3r .$$

The last integral is positive, because $1/R>1/r$ in its range. It describes the penetration of the proton into the electron cloud, and it weakens the attraction. Outside the cloud it vanishes, which leaves

$$V_{\rm ion}(R)=E(\mathrm{H^-})-\frac1R=-\frac12-A-\frac1R .$$

**The neutral curve.** The ground-state atom is neutral and spherical, so outside its own cloud it produces no electrostatic potential. As long as the two clouds do not overlap, the excited atom, whatever its shape, has no first-order electrostatic energy with it. The neutral curve is flat to this order:

$$V_n=-\frac12-\frac1{2n^2}.$$

**The crossing.** Setting $V_{\rm ion}(R_n)=V_n$ gives

$$-\frac12-A-\frac1{R_n}=-\frac12-\frac1{2n^2}.$$

Cancel $-\tfrac12$, change all signs, and move $A$ to the right:

$$\frac1{R_n}=\frac1{2n^2}-A\equiv D_n,\qquad R_n=\frac1{D_n}.$$

The sign of $A$ has a simple meaning. Taking the electron from H⁻ costs $A$. Placing it in level $n$ around the other proton returns $1/(2n^2)$. The difference $D_n$ pays for the Coulomb attraction lost when the charges disappear, and at $R_n$ the account balances.

The numbers are

$$D_2=0.12500-0.02775=0.09725,\qquad R_2=10.28,$$

$$D_3=0.05556-0.02775=0.02781,\qquad R_3=35.96,$$

$$D_4=0.03125-0.02775=0.00350,\qquad R_4=285.7 .$$

In nanometres the distances are 0.544, 1.90 and 15.1.

**Comparison with the wrong answer.** Multiply numerator and denominator of $R_n=1/(1/(2n^2)-A)$ by $2n^2$:

$$R_n=\frac{2n^2}{1-2An^2}.$$

The numerator is the tempting result, which is thus the correct limit for $2An^2\ll1$. Here $2A=0.0555$, so the denominator is 0.78 for $n=2$, 0.50 for $n=3$ and 0.11 for $n=4$. The affinity stretches the three distances by factors of about 1.3, 2 and 9. The great size of $R_4$ is a near-cancellation: an electron in the fourth level is bound almost as weakly as the extra electron of H⁻, so a very small Coulomb energy settles the balance.

## Which levels cross at all

A crossing at positive, finite $R$ needs $D_n>0$, that is

$$\frac1{2n^2}>A,\qquad n<\frac1{\sqrt{2A}}=4.245 .$$

For $n=5$,

$$D_5=0.02000-0.02775=-0.00775 .$$

The separated ions already lie below the neutral pair, and the attraction $-1/R$ lowers them further. As long as the attraction is $-1/R$, the curves do not meet. The same holds for $n>5$, because those neutral levels lie higher still.

At the other end, $n=1$ formally gives $R=1/(0.50000-0.02775)\approx2.1$ bohr. This number has no meaning as a crossing of the assumed curves. At such a distance the proton is inside the electron cloud of H⁻, and two ground-state atoms interact by chemical bonding. Neither $-1/R$ nor a flat neutral curve applies.

## The energy released

Let the ions start at rest, far apart. Their total energy is $E(\mathrm{H^-})$. After neutralization the atoms separate with kinetic energy $K_n$, and conservation of energy gives

$$K_n=E(\mathrm{H^-})-V_n=\left(-\frac12-A\right)-\left(-\frac12-\frac1{2n^2}\right)=\frac1{2n^2}-A=D_n=\frac1{R_n}.$$

The released energy is the Coulomb energy at the crossing. The ions gain $1/R_n$ while falling together along the ionic curve. If they leave on the flat neutral curve, they keep it. For $n=2,3,4$ the energies are 2.65, 0.757 and 0.095 eV, shared by the two atoms. Any initial collision energy is added to these.

For $n=5$ the sign is reversed: the ions must bring at least 0.211 eV with them. Above this threshold the channel is open by energy conservation, but there is still no long-range crossing to assist the transfer.

## How accurate are the distances?

**Error in the affinity.** Differentiate $R_n=(1/(2n^2)-A)^{-1}$ with respect to $A$. The outer power gives $-(1/(2n^2)-A)^{-2}$, and the inner derivative gives another minus sign:

$$\frac{dR_n}{dA}=\frac1{(1/(2n^2)-A)^2}=R_n^2 .$$

A more strongly bound H⁻ moves the crossing outward. One meV in $A$ moves $R_2$ by 0.004 bohr, $R_3$ by 0.05 bohr and $R_4$ by 3.0 bohr.

This can be seen with a second calculation of H⁻, a configuration-interaction calculation in a finite set of Gaussian s, p and d orbitals. It gives $-0.527340$ hartree. The error relative to the value used above is 0.00041 hartree, less than 0.1% of the total energy. Yet the resulting affinity, 0.02734, would put the fourth crossing at

$$\frac1{0.03125-0.02734}=\frac1{0.00391}\approx256\ \text{bohr},$$

about 10% too close. For the better energy, the last enlargement of the trial function, from degree 7 to 8, lowered the result by $2.2\times10^{-6}$ hartree. Multiplied by $R_4^2$, this is 0.2 bohr, so $R_4$ deserves no more than three figures. The converged energy, $-0.527751$ hartree, gives 285.8 bohr in place of 285.7.

**Finite proton mass.** At this precision the motion of the nucleus matters. Let $M\approx1836$ be the proton mass. In the rest frame of H⁻ the nuclear momentum is $-(\mathbf p_1+\mathbf p_2)$, with kinetic energy

$$\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}=\frac{p_1^2+p_2^2}{2M}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}.$$

The first part replaces the electron mass by the reduced mass $\mu=M/(M+1)$. This multiplies the energies of H and H⁻ alike by $\mu$. The second part exists in H⁻ alone, and to first order it raises the energy by $\langle\mathbf p_1\cdot\mathbf p_2\rangle/M$. Since $D_4$ is the ionic energy minus the neutral one at infinite separation,

$$D_4\to\mu D_4+\frac{\langle\mathbf p_1\cdot\mathbf p_2\rangle}{M}.$$

The configuration-interaction state gives $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.0333$. The added term is $1.81\times10^{-5}$, and $\mu D_4$ is 0.003498. The sum, 0.003516, gives $R_4=284.4$ bohr. Converged values of the energy and of $\langle\mathbf p_1\cdot\mathbf p_2\rangle$, which is 0.0329, give 284.5 bohr, so the fourth figure is not fixed. The same correction changes the energy released for $n=4$ from 0.095 to 0.096 eV and the $n=5$ threshold from 0.211 to 0.210 eV. A rounded "280 bohr" is thus right to about 2%.

**Polarization of H⁻.** The proton also distorts the ion. Its field at the centre of H⁻ is $F=1/R^2$. An ion of polarizability $a$ gains the energy $-aF^2/2=-a/(2R^4)$. The ionic curve is lowered, and the crossing condition becomes

$$\frac1R+\frac{a}{2R^4}=D_n .$$

The linear response of the same configuration-interaction state, limited by its finite set of orbitals, gives $a\approx199$ bohr³. At $R=10.28$ the new term is 0.0089 hartree, 9% of $D_2$. Solving the condition numerically moves the crossing from 10.28 to 11.04 bohr. The converged polarizability is 206 bohr³, about 3.5% larger; it gives 11.07 bohr here and leaves the figures for $n=3$ and $n=4$ below unchanged. For $n=3$ the shift is from 35.96 to 36.04 bohr, and for $n=4$ it is about a thousandth of a bohr.

The value for $n=3$ can be compared with a calculation that does not expand in powers of $1/R$. The configuration-interaction matrix of H⁻ is diagonalized with the second proton present as a point charge, while the orbitals stay centred on H⁻. The interaction energy obtained in this way also gives 36.04 bohr.

For $n=2$ the corrected figure shows only that the effect is not small, and should not be read as a refined value. At 10 bohr the field varies strongly across the diffuse ion, and the electron can begin to move to the other proton, which is the very mixing that diabatic curves leave out.

**Penetration.** The integral found above raises the ionic curve, so it moves the crossing inward. With the computed density of H⁻ held fixed, $R_2$ becomes 10.25 instead of 10.28 bohr. For $n=3$ there is no change at the second decimal. The neutral clouds also overlap at $R_2$. The first-order energy of the $n=2$ electron in the static potential of the ground-state atom, with exchange left out, reaches $-4\times10^{-4}$ hartree for the 2s–2p mixture pointing at that atom, and moves the crossing inward by about 0.05 bohr. For $n=3$ the shift is about $10^{-4}$ bohr.

**Forces between the neutral atoms.** If the excited atom is in a p state, the excitation can pass from one atom to the other. Take the axis through the protons as $z$. The dipole interaction contains $-2z_1z_2/R^3$, where each coordinate is measured from its own proton. It connects the equal-energy states "1s on the left, $n$p on the right" and "$n$p on the left, 1s on the right" with the matrix element $-2z^2/R^3$, where $z=\langle1s|z|np_z\rangle$. Two equal levels joined by such an element split to $\pm2z^2/R^3$ about their common energy.

At the $n=2$ crossing this is $\pm1.0\times10^{-3}$ hartree. Multiplied by $R_2^2\approx106$, it shifts the crossing by about 0.1 bohr either way. At the $n=3$ crossing it is only $3.8\times10^{-6}$ hartree, a shift of about 0.005 bohr.

Of the effects estimated here, polarization is the largest for $n=2$ and finite mass for $n=4$. The distances may fairly be quoted as 36 bohr for $n=3$ and about 284 bohr for $n=4$. For $n=2$ the simple estimates lie near 10 or 11 bohr, but these figures do not mark out an error range, because the ion is too strongly distorted there for the corrections to be reliable.

## A crossing is not yet a reaction

Equal energies permit the electron to change sides, but a coupling between the two states must move it. Far from its atom, the extra electron of H⁻ feels almost no force and has energy $-A$. The radial equation is then $-\tfrac12\chi''=-A\chi$, where $\chi$ is $r$ times the wave function. Its decaying solution is

$$\chi\propto e^{-\kappa r},\qquad \kappa=\sqrt{2A}\approx0.236 .$$

At $R_4$ the exponent $\kappa R_4$ is about 67.

A generous estimate shows what this implies. Starting on the ionic curve, the first-order transfer amplitude is at most the time integral of the absolute coupling. Consider one head-on passage from $1.1R_4$ to $0.9R_4$. Take the coupling as $R_4^4e^{-0.9\kappa R_4}$ hartree throughout: the exponential belongs to the inner edge, where it is largest, and the factor $R_4^4$, nearly $10^{10}$, makes ample allowance for powers of distance in the wave functions. The passage time is $0.2R_4/v$, with $v$ the slowest speed in the zone for a collision energy of 0.065 eV. The amplitude comes out as $5\times10^{-13}$, and the probability is its square.

A pair that only grazes the zone can stay in it several times longer, and the assumed prefactor makes this an estimate and not a proven bound, but the margin is very large. The ions pass the outermost crossing and remain ions. This does not exclude H(4) as a product, since it might be formed by couplings at smaller distances, which are not treated here. Nor do the positions $R_2$ and $R_3$ alone decide how the products divide between those channels.

## In a processing plasma

Take rough typical values for a low-pressure hydrogen discharge: 10 mTorr, gas and ions at 500 K, electrons at 3 eV, and $10^{10}$ charges per cm³. The mean relative collision energy is $\tfrac32k_BT=0.065$ eV, well below the 0.21 eV threshold for $n=5$. In a Maxwell distribution at 500 K, about 2% of ion pairs have more than that. This is a share of pairs, not of reactive collisions.

In the body of such a plasma, away from the sheaths, the isolated-pair picture holds even for the widest crossing, 15 nm. The electron Debye length, which measures the distance over which the electrons screen a charge, is about $1.3\times10^5$ nm. The colder ions can screen over a shorter distance, about $1.5\times10^4$ nm for the positive ions alone and $1.1\times10^4$ nm with an equal density of negative ions, which is still 700 to 1000 times $R_4$. The mean spacing of neutral molecules is 173 nm, so a sphere of radius 15 nm contains on average $\tfrac{4\pi}{3}(15.1/173)^3\approx0.003$ molecules. A further charge at the mean spacing of charges changes the energy across $R_4$ by about $10^{-6}$ eV. At 3.0 bohr per meV this moves the crossing by 0.003 bohr, far less than the mass correction.

A real discharge can also break the assumption that the positive ion is a proton. Molecular ions, H₃⁺ in particular, can outnumber protons in such a plasma. The relation $R=1/D$ still follows from a Coulomb curve meeting a flat one, but $D$ must then be the energy of the separated ions minus that of the separated neutral pair in a definite electronic state, with the nuclei of the molecule still placed as in the ion. If the neutral molecule afterwards breaks up, the energy set free as its fragments separate does not count in $D$. The three distances found here belong to H⁺ and cannot be carried over. Ion speeds can also differ from those at 500 K. Positive ions accelerated in the sheaths near the walls mostly strike the wall without meeting H⁻, because the same fields keep slow negative ions out. Fast encounters are possible where H⁻ formed at a wall is driven into the plasma. A higher speed by itself leaves the crossing distances unchanged, but it can open the $n=5$ channel and shortens the time spent near each crossing. Inside a sheath the electric field also matters: a field of $10^5$ V/m changes the energy across $R_4$ by up to 1.5 meV, which moves that crossing by up to 4.7 bohr outward or 4.4 bohr inward, according to the direction of the pair. The linear Stark shift of the $n=4$ level, up to about 0.1 meV at this field, can add another 0.3 bohr.
